# Why Closed-Shell Atoms Change the Rotation of H2 by Even Steps

## The question

A hydrogen molecule in the state $j=1$ can lower its rotational energy by going to $j=0$. Why does a collision with a closed-shell atom not take it there, although the atom can carry the energy away and exerts a torque on the molecule?

Here "hydrogen" means H$_2$ with two protons, in its electronic ground state. The collision is nonreactive: the two protons that leave together are the two that arrived together. Forces on the nuclear spins are set aside at first and estimated at the end.

A short answer is that exchange symmetry removes the odd Legendre terms from the interaction. That is right if "exchange" means swapping the positions of two nuclei of equal charge and equal mass. It is wrong if it means the Pauli principle, which has a different task.

## The mechanism: two ends that the atom cannot tell apart

To change $j$ by one, the atom must act differently on the two ends of the molecule. Let $\mathbf n$ be the unit vector along the bond, $r$ the bond length, and $\mathbf R_m$ the position of the atom relative to the bond midpoint. For fixed nuclei, the attraction of electron $i$ to the protons is, in atomic units,

$$
-\frac{1}{|\mathbf r_i-\tfrac r2\mathbf n|}-\frac{1}{|\mathbf r_i+\tfrac r2\mathbf n|}.
$$

Replacing $\mathbf n$ by $-\mathbf n$ interchanges the two terms and leaves their sum unchanged. The repulsion between the protons and the atomic nucleus behaves in the same way, and nothing else in the electronic Hamiltonian depends on the direction of $\mathbf n$. The ground-state energy therefore satisfies $E(\mathbf R_m,\mathbf n)=E(\mathbf R_m,-\mathbf n)$.

A closed-shell atom has a nondegenerate ground state without orientation, so one scalar function describes the interaction. By rotational invariance it depends on the distances and on $x=\cos\theta$, where $\theta$ is the angle between $\mathbf n$ and the direction to the atom. Reversing $\mathbf n$ changes $x$ to $-x$.

The collision, however, is described by the vector $\mathbf R$ from the molecular centre of mass to the atom, because this choice separates relative motion from rotation. In H$_2$ equal masses put the centre of mass at the midpoint, so $\mathbf R=\mathbf R_m$ and

$$
V(R,x)=V(R,-x).
$$

Both equalities are needed: equal charges make the energy even about the midpoint, and equal masses make the midpoint the origin.

An electronic calculation shows the two roles separately. H$_2$ was treated by restricted Hartree–Fock theory in the cc-pVDZ basis, beside a frozen model atom: a core of charge $+2$ inside a Gaussian cloud of charge $-2$, 2.117 Å from the origin. The coefficient of $\cos\theta$ in the energy was zero to rounding, $-4.5\times10^{-15}$ eV, while that of $P_2$ was $-0.01305$ eV. Changing the nuclear charges to 0.9 and 1.1 gave a $\cos\theta$ term of $-0.087$ eV. Restoring equal charges but measuring from the centre of mass of HD gave $+0.133$ eV. The frozen atom has no Pauli repulsion with the molecule, so these energies test the symmetry and do not model a real collision. Their sizes are not converged in the basis: cc-pVTZ gives $-0.020$, $-0.097$ and $+0.156$ eV for the three nonzero terms, and aug-cc-pVDZ gives $-0.070$, $-0.101$ and $+0.195$ eV. The zero and the signs are the same in all three bases.

## From even potential to even steps

Expand the interaction in Legendre polynomials:

$$
V(R,x)=\sum_L V_L(R)P_L(x),\qquad
V_L=\frac{2L+1}{2}\int_{-1}^{1}V(R,x)P_L(x)\,dx .
$$

The second formula follows from $\int_{-1}^1P_LP_{L'}dx=2\delta_{LL'}/(2L+1)$. Substitute $x\to-x$ and use $P_L(-x)=(-1)^LP_L(x)$. For an even $V$ this gives $V_L=(-1)^LV_L$, hence $V_L=0$ for odd $L$.

The rotational states are spherical harmonics, $Y_{jm}\propto P_j^m(\cos\vartheta)e^{im\varphi}$, with angles measured from a fixed axis. Reversing $\mathbf n$ means $\vartheta\to\pi-\vartheta$ and $\varphi\to\varphi+\pi$. The first change multiplies $P_j^m$ by $(-1)^{j+m}$, the second multiplies the exponential by $(-1)^m$, and together

$$
Y_{jm}(-\mathbf n)=(-1)^jY_{jm}(\mathbf n).
$$

Now make the substitution $\mathbf n\to-\mathbf n$ in a matrix element, with $\mathbf R$ pointing in any direction:

$$
\langle j'm'|V|jm\rangle=(-1)^{j+j'}\langle j'm'|V|jm\rangle .
$$

If $j'-j$ is odd, the element equals its own negative and vanishes, for every $m$ and $m'$.

This excludes a direct odd step. To exclude a chain of steps, let $\Pi$ be the operator that reverses $\mathbf n$ and leaves $\mathbf R$ alone. For a rigid molecule the Hamiltonian is

$$
H=-\frac{1}{2\mu}\nabla_{\mathbf R}^2+B\,\hat{\mathbf j}^2+V(R,x),
$$

with $\mu$ the reduced mass of atom and molecule and $B$ the rotational constant. The first term does not contain $\mathbf n$, the second has the same eigenvalue for $Y_{jm}(\mathbf n)$ and $Y_{jm}(-\mathbf n)$, and the third is even. All three commute with $\Pi$, and so does $e^{-iHt}$. The motion without interaction commutes with $\Pi$ as well. The scattering matrix $S$, which compares the two motions long before and long after the collision, inherits the property:

$$
S_{j'j}=(-1)^{j+j'}S_{j'j}\quad\Rightarrow\quad S_{j'j}=0\ \text{ for odd } j'-j .
$$

No expansion in powers of $V$ was made, so the rule holds to all orders, at every energy and for every total angular momentum. Letting the bond vibrate changes nothing: $V$ is even at each bond length, and the vibrational energy does not depend on the direction of $\mathbf n$.

A limiting case makes this visible. If the collision were so fast that the molecule hardly turned, a head-on encounter would multiply the wavefunction by a phase factor $e^{2i\eta(x)}$, where $\eta(x)$ is the scattering phase shift at fixed orientation. An even potential gives an even $\eta$, and every power of $\eta$ is even too. Even a violent kick has no component that joins even to odd $j$.

## What the Pauli principle does

Nothing above used the fact that protons are fermions. Two distinguishable, spinless nuclei of equal charge and mass would obey the same rule.

Statistics decide which nuclear spin state accompanies which $j$. Swapping both protons completely must change the sign of the total wavefunction. The vibrational factor depends on $r$ alone and is unchanged. The electronic ground state of H$_2$ is unchanged too: its spatial function for two electrons has no nodes and is nondegenerate, so the swap can only return the same positive function. The rotational factor gives $(-1)^j$. If the spin factor gives $\sigma$, then

$$
(-1)^j\sigma=-1 .
$$

The singlet $(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ has $\sigma=-1$ and goes with even $j$: this is parahydrogen. The three triplet states have $\sigma=+1$ and go with odd $j$: this is orthohydrogen. An odd step would thus also have to change the total nuclear spin, which a spin-free interaction cannot do. This second view agrees with the first and shows what could break the rule: a force that distinguishes the two spins. Since $I_{1z}-I_{2z}$ multiplies $|{\uparrow\downarrow}\rangle$ by $+1$ and $|{\downarrow\uparrow}\rangle$ by $-1$,

$$
(I_{1z}-I_{2z})\frac{|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle}{\sqrt2}
=\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2},
$$

which is a triplet state. The sum $I_{1z}+I_{2z}$ gives zero instead, so a uniform magnetic field does not join the two species.

## The contrasting case: HD

In HD the charges are equal, but the centre of mass lies nearer the deuteron. Let $\mathbf n$ point from H to D. With the nuclei at $\pm r/2$ from the midpoint, the centre of mass lies at

$$
\delta=\frac r2\,\frac{m_D-m_H}{m_D+m_H}
$$

along $\mathbf n$. The atom's position relative to the midpoint is $\mathbf R+\delta\mathbf n$. If $V$ is the even potential about the midpoint, the potential about the centre of mass is, to first order in $\delta$, $V+\delta\,\mathbf n\cdot\nabla V$.

To evaluate this, use $\mathbf n\cdot\nabla R=x$. From $x=\mathbf n\cdot\mathbf R/R$ it follows that $\mathbf n\cdot\nabla x=1/R-x^2/R=(1-x^2)/R$. Hence

$$
\mathbf n\cdot\nabla\,[V_LP_L]=V_L'\,xP_L+\frac{V_L}{R}(1-x^2)P_L',
$$

where $V_L'$ is a derivative in $R$ and $P_L'$ one in $x$. The coefficient of $P_1=x$ is found by applying $\tfrac32\int_{-1}^1x(\cdots)dx$:

- For $L=0$ it is $V_0'$.
- For $L=2$ the first term gives $\tfrac32\int x^2P_2\,dx=\tfrac34\left(\tfrac65-\tfrac23\right)=\tfrac25$. With $P_2'=3x$, the second gives $\tfrac92\int x^2(1-x^2)dx=\tfrac92\left(\tfrac23-\tfrac25\right)=\tfrac65$.
- For $L\ge4$ both vanish. The first integral contains $x^2$, which is orthogonal to $P_L$. The second becomes $-\int(1-3x^2)P_L\,dx=0$ after integration by parts.

The new odd term is therefore

$$
V_1^{\rm HD}=\delta\left(V_0'+\frac25V_2'+\frac{6}{5}\frac{V_2}{R}\right)+O(\delta^3).
$$

The next correction is cubic because reversing $\delta$ is the same as reversing $\mathbf n$, which changes the sign of every odd coefficient. On a repulsive wall $V_0'$ is negative and, in the example below, dominates. Then $V_1<0$: at equal $R$, an atom on the deuteron side is farther from the nearest nucleus and is repelled less.

## A model collision

Take a molecule diluted by a closed-shell gas. The model atom has mass 40 u and interacts with each end of the molecule, at distance $s$, through

$$
D\left[e^{-2a(s-s_0)}-2e^{-a(s-s_0)}\right],
$$

with $D=0.0030$ eV, $a=1.60$ Å$^{-1}$ and $s_0=3.60$ Å. For H$_2$ the two distances obey $s_\pm^2=R^2+r^2/4\mp Rrx$. Changing $x$ to $-x$ interchanges them, so this form has the required symmetry built in.

Full configuration interaction in the cc-pVTZ basis gives the equilibrium length $r=0.7426$ Å (cc-pVQZ gives 0.7419 Å). The reduced mass of H$_2$ is $m_H/2$, so $B=1/(m_Hr^2)=0.00752$ eV. The level energies $Bj(j+1)$ give the lowest allowed excitations:

$$
E_2-E_0=6B=0.0451\ \text{eV},\qquad E_3-E_1=10B=0.0752\ \text{eV}.
$$

The step from $j=1$ down to $j=0$ would release $2B=0.0150$ eV, yet it is closed by symmetry. When the kinetic energy is below 0.0451 eV, the rigid model molecule in $j=0$ can scatter only elastically. These gaps belong to a rigid rotor at the equilibrium length. With zero-point vibration and centrifugal stretching on the same potential curve, the gaps 0→1, 0→2 and 1→3 are 0.0146, 0.0438 and 0.0725 eV, so the threshold for the vibrating molecule lies near 0.044 eV. Fitting $B$ to the smaller 0→2 gap raises the probabilities for 0→2 and 1→3 found below by about 0.02 and 0.03.

Let the total energy be 0.200 eV, counted from $j=0$. The isotropic part $V_0$ reaches this value at $R=2.455$ Å, where the coefficients in eV are:

| | $V_0$ | $V_1$ | $V_2$ | $V_3$ |
|---|---:|---:|---:|---:|
| H$_2$ | 0.200 | 0 | 0.122 | 0 |
| HD | 0.206 | −0.108 | 0.140 | −0.041 |

The HD shift is $\delta=0.1236$ Å, close to $r/6$ because the deuteron is about twice as heavy as the proton. This small displacement produces an odd term about three quarters the size of $V_2$ in HD, because the wall is steep. The first-order formula gives $-0.1066$ eV against the full $-0.1080$ eV, an error of about 1.2% of the full value.

Transition probabilities need the coupled motion. At total angular momentum zero the orbital and rotational angular momenta are opposite, so their squares are equal. Write the wavefunction as $R^{-1}\sum_ju_j(R)\phi_j(x)$, with $\phi_j=\sqrt{(2j+1)/2}\,P_j$. Projecting the Schrödinger equation on $\phi_j$ and multiplying by $-2\mu$ gives

$$
u_j''+\left[2\mu\big(E-Bj(j+1)\big)-\frac{j(j+1)}{R^2}\right]u_j
=2\mu\sum_{j'}V_{jj'}u_{j'},
$$

with $V_{jj'}=\int\phi_jV\phi_{j'}dx$. For H$_2$ this matrix falls into an even and an odd block. The $V_2$ term couples $j=0$ to $j=2$ with strength

$$
V_2\int_{-1}^1\phi_0P_2\phi_2\,dx=V_2\,\frac{\sqrt5}{2}\cdot\frac25=\frac{V_2}{\sqrt5},
$$

which is $0.1217/2.236=0.054$ eV at the turning distance. This exceeds the gap of 0.0451 eV, so a sizeable transfer is plausible.

The numerical solution for H$_2$ gives, from $j=0$, probabilities 0.7411, 0.2572 and 0.0017 for final $j=0,2,4$. From $j=1$ it gives 0.7733 and 0.2267 for $j=1,3$. Each set adds up to one. The largest odd-step probability is $2.3\times10^{-31}$, which is rounding error.

For HD at the same total energy, starting in $j=0$, the probabilities for $j=0$ to 5 are 0.6862, 0.1132, 0.0512, 0.0986, 0.0496 and 0.0012. Odd final states receive $0.1132+0.0986+0.0012=0.213$. More molecules reach $j=3$ than $j=2$. The calculation does not separate direct coupling from successive steps, so it does not show the cause.

HD differs from H$_2$ in inertia as well as in origin. To isolate the cause, the HD calculation was repeated with its masses, rotational constant and energy held fixed, but with the origin moved artificially to the midpoint. The largest odd-step probability fell to $4.6\times10^{-31}$. The displaced origin, not the changed inertia, opens the odd steps in this model.

As a test of the numbers, the H$_2$ and HD collisions were also solved by finite differences on a grid of angles instead of rotational channels. No probability differed by more than $7.2\times10^{-5}$.

## Reading the numbers for a deposition reactor

The atomic mass is roughly that of argon, which can serve as a diluent in vapour deposition. The potential is not fitted to argon. Its ratio $V_2/V_0=0.61$ at the turning distance is produced by the two-centre form and was not compared with a computed Ar–H$_2$ surface. The inelastic probabilities depend on it; the zeros do not. At 1000 K the thermal energy is $kT=0.0862$ eV, so the chosen energy is $2.3\,kT$. The probabilities describe head-on collisions. The estimate $\sqrt{2\mu E}\,R\approx33$ sets the scale of the partial waves needed for a cross section, but it is low. In this model the inelastic cross section from $j=0$ reaches 89% of its value at total angular momentum 33 and 99% near 41. The elastic cross section of $V_0$ alone, which also probes the attractive tail, needs about 65. The vibrational quantum, 0.547 eV in the harmonic approximation and 0.517 eV with anharmonicity, exceeds the collision energy, so vibrational excitation is closed here.

How well is the rule protected at 50 Torr of each gas? Suppose first that the atomic nucleus has a magnetic moment of one nuclear magneton. Its fields $B_1$ and $B_2$ at the two protons differ. With $\mu_p$ the proton moment, the spin energy is

$$
-2\mu_p(I_{1z}B_1+I_{2z}B_2)=-\mu_p\left[(I_{1z}+I_{2z})(B_1+B_2)+(I_{1z}-I_{2z})(B_1-B_2)\right].
$$

Only the last term joins singlet and triplet, with strength $W=\mu_p|B_1-B_2|$. At the turning distance, with the bond and the atomic moment both along the line from molecule to atom, $W=5.9\times10^{-12}$ eV. A collision lasts about $\tau=R/v=5.5\times10^{-14}$ s, with $v$ the relative speed. First-order perturbation theory, ignoring the energy mismatch that would reduce the result, gives

$$
P\approx\left(\frac{W\tau}{\hbar}\right)^2
=\left(\frac{5.9\times10^{-12}\times5.5\times10^{-14}}{6.58\times10^{-16}}\right)^2
\approx2.4\times10^{-19}.
$$

With a collision area $\pi s_0^2$, one molecule meets the diluent $6.5\times10^8$ times per second. The leak rate is then $1.6\times10^{-10}$ s$^{-1}$, or one conversion in about 200 years. The main isotope of argon has no nuclear moment, so this path is absent for it. The hydrogen itself supplies a stronger one: three quarters of the molecules are ortho, with a moment of up to $2\mu_p$, or 5.6 nuclear magnetons. The same crude estimate, with the same distance and area, gives about $3\times10^{-9}$ s$^{-1}$ for H$_2$–H$_2$ collisions, one conversion in roughly ten years. A collision also distorts the molecule's own magnetic couplings. That path remains for every isotope and is not included in the estimate. It need not be smaller: the unscreened field of one rotating proton at the other is about $5\times10^{-3}$ T with the relative velocity of the protons, and half that with the velocity about the centre of mass, against $|B_1-B_2|=7\times10^{-5}$ T above. Only the part of it that the atom makes unequal at the two protons would count. Paramagnetic traces add another path: by the same estimate, one part per million of a gas with a moment of two Bohr magnetons gives about $2\times10^{-9}$ s$^{-1}$. The times quoted are therefore orders of magnitude for single paths, not bounds on the total leak.

The assumption that a real reactor breaks more readily is the absence of reaction. A free H atom can replace one proton of H$_2$ and leave a molecule with a different nuclear spin state. Thermal equilibrium, with the computed dissociation energy of 4.427 eV, gives $1.2\times10^{-8}$ H atoms per H$_2$. One molecule then meets about 14 of them per second, again with the area $\pi s_0^2$. The exchange rate is lower, because the reaction has a barrier. Transition-state theory for linear H$_3$, with a barrier of 0.43–0.44 eV (CCSD(T)/cc-pVTZ and full configuration interaction in cc-pVDZ), gives about $10^{-2}$ exchanges per second, roughly $10^{-3}$ of the encounters. One quarter of the exchanges turn ortho into para and three quarters turn para into ortho, which leaves a few times $10^{-3}$ s$^{-1}$, many orders of magnitude above the magnetic estimates. This assumes that dissociation equilibrium has been reached. The gas alone is slow to reach it: the collision rate times $e^{-D_0/kT}$ is about $10^{-13}$ s$^{-1}$, so equilibrium takes of the order of a day. After one second the H fraction is only about $10^{-13}$, and conversion by exchange then exceeds the H$_2$–H$_2$ magnetic estimate by a factor of only ten to thirty, unless a surface or another source supplies atoms. The H-atom density varies as $e^{-D_0/2kT}$, so an error of 0.05 eV in $D_0$ changes it by a factor $e^{0.05/0.172}\approx1.3$. The computed $D_0$ is too low by an amount of this order: cc-pVQZ raises it to 4.459 eV and, with summed rovibrational levels, lowers the estimates to about $1.0\times10^{-8}$ H atoms per H$_2$ and 11 encounters per second. A plasma or hot filament can supply far more H atoms than this equilibrium, and magnetic sites on a wall can act on the two proton spins unequally. In such a reactor ortho and para populations can mix, although collisions with the diluent still move each molecule along its own ladder of even or odd $j$.

The complete numerical results are given in the output below.

## Computed results

```
H2 bond length, FCI/cc-pVTZ: 0.7426 angstrom
H2 harmonic vibrational quantum: 0.5466 eV
H2 dissociation energy D0: 4.427 eV
H2 rotational constant B: 0.00752 eV
HD rotational constant B: 0.00564 eV
H2 gap j=0 to 2: 0.0451 eV
H2 gap j=1 to 3: 0.0752 eV
HD centre-of-mass shift: 0.1236 angstrom
Electronic test: core charge: 2.0 e
Electronic test: distance: 2.117 angstrom
Electronic V1, equal charges: -4.5e-15 eV
Electronic V2, equal charges: -0.01305 eV
Electronic V3, equal charges: 5.3e-15 eV
Electronic V1, charges 0.9 and 1.1: -0.08723 eV
Electronic V1, HD origin: 0.13320 eV
Model atom mass: 40.0 u
Morse depth per end: 0.0030 eV
Morse distance: 3.60 angstrom
Morse range parameter: 1.60 1/angstrom
Total energy: 0.200 eV
Turning distance, V0 = energy: 2.455 angstrom
H2 V0 V1 V2 V3 there: 0.20000 0.00000 0.12173 0.00000 eV
HD V0 V1 V2 V3 there: 0.20566 -0.10797 0.14030 -0.04058 eV
HD V1, first-order formula: -0.10663 eV
H2 largest odd-step element: 4.4e-17 eV
H2 largest even-step element: 0.0329 eV
HD largest odd-step element: 0.0477 eV
H2 probability 0 to 0: 0.7411
H2 probability 0 to 2: 0.2572
H2 probability 0 to 4: 0.0017
H2 probability 1 to 1: 0.7733
H2 probability 1 to 3: 0.2267
H2 largest odd-step probability: 2.3e-31
HD probabilities 0 to 0,1,2,...: 0.6862 0.1132 0.0512 0.0986 0.0496 0.0012
HD, midpoint origin: largest odd: 4.6e-31
Largest gap of two solvers, H2: 7.2e-05
Largest gap of two solvers, HD: 5.9e-05
Partial waves, rough count: 33
Spin-difference singlet-triplet link: 1.000
Temperature: 1000 K
Thermal energy kT: 0.0862 eV
Pressure of each gas: 50 Torr
Nuclear magnetic coupling: 5.9e-12 eV
Collision duration: 5.5e-14 s
Magnetic leak per collision: 2.4e-19
Collisions of one H2 with diluent: 6.5e+08 1/s
Magnetic leak rate: 1.6e-10 1/s
Equilibrium H atoms per H2: 1.2e-08
H-atom encounters of one H2: 1.4e+01 1/s
```
